# Why Unrestricted Direct RPA Has a Kink at the Coulson-Fischer Point: test program

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""Kink of unrestricted direct RPA at the Coulson-Fischer point of H2 (STO-3G).

Result under test: with x = sin(theta)^2 the weight of the antibonding orbital u
in the occupied UHF orbitals cos(theta) g +/- sin(theta) u,
    x = max(0, -D/W),   gap = Jgu + K + max(D, 0),
    k_plus = 2K(1-2x)^2,   k_minus = 2x(1-x)M,
and the direct RPA energy has the slope jump
    (-dD/dR) * [F_gap + (8K/W) |F_k|]  at the distance where D = 0.
Here Jpq = (pp|qq), K = (gu|gu), M = Jgg+Juu-2Jgu, W = M+4K,
D = hu-hg-Jgg+Jgu-2K, and F(gap,k) = [sqrt(gap^2+2 gap k)-gap-k]/2.
F_gap and F_k are partial derivatives of F. Internal units: hartree and bohr.
"""
from functools import lru_cache
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf

EV = constants.physical_constants["Hartree energy in eV"][0]
ANG = constants.physical_constants["Bohr radius"][0] * 1e10
NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)


def molecule(R):
    return gto.M(atom=[("H", (0, 0, 0)), ("H", (0, 0, R))],
                 unit="Bohr", basis="sto-3g", verbose=0)


@lru_cache(maxsize=None)
def integrals(R):
    """One- and two-electron integrals in the orthonormal g, u basis."""
    mol = molecule(R)
    S = mol.intor("int1e_ovlp")[0, 1]
    C = np.array([[1, 1], [1, -1]]) / np.sqrt([2 + 2 * S, 2 - 2 * S])
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri = mol.intor("int2e").reshape(2, 2, 2, 2)
    eri = np.einsum("abcd,ap,bq,cr,ds->pqrs", eri, C, C, C, C, optimize=True)
    return C.T @ core @ C, eri


def reference(R, theta):
    """Energy, Fock gaps and pair integrals from explicit orbitals."""
    h, eri = integrals(R)
    c, s = np.cos(theta), np.sin(theta)
    occ = np.array([[c, s], [c, -s]])
    vir = np.array([[-s, c], [s, c]])
    dens = np.einsum("ap,aq->apq", occ, occ)
    vdens = np.einsum("ap,aq->apq", vir, vir)
    trans = np.einsum("ap,aq->apq", occ, vir)
    coul = np.einsum("pqrs,rs->pq", eri, dens.sum(axis=0))
    fock = [h + coul - np.einsum("prqs,rs->pq", eri, d) for d in dens]
    energy = 0.5 * sum(np.sum(d * (h + f)) for d, f in zip(dens, fock)) + 1 / R
    gaps = np.array([v @ f @ v - o @ f @ o for o, v, f in zip(occ, vir, fock)])
    pot = np.einsum("pqrs,brs->bpq", eri, trans)
    coupling = np.einsum("apq,bpq->ab", trans, pot)
    vpot = np.einsum("pqrs,ars->apq", eri, vdens)
    oovv = np.einsum("apq,apq->a", dens, vpot)
    return SimpleNamespace(energy=energy, gaps=gaps, gap=gaps[0],
                           coupling=coupling, oovv=oovv,
                           gradient=vir[0] @ fock[0] @ occ[0])


@lru_cache(maxsize=None)
def uhf_angle(R):
    """Stable stationary angle, from the occupied-virtual Fock element."""
    def gradient(angle):
        return reference(R, angle).gradient
    if gradient(1e-3) >= 0:
        return 0.0
    return brentq(gradient, 1e-3, np.pi / 4, xtol=1e-14, rtol=1e-14)


def rpa_integral(gap, coupling):
    """Direct RPA correlation energy by imaginary-frequency quadrature."""
    freq = gap * (1 + NODES) / (1 - NODES)
    jac = 2 * gap / (1 - NODES) ** 2
    k = np.linalg.eigvalsh(coupling)
    y = 2 * gap / (gap ** 2 + freq ** 2)[:, None] * k[None, :]
    return np.sum(WEIGHTS * jac * np.sum(np.log1p(y) - y, axis=1)) / (2 * np.pi)


def F(gap, k):
    return 0.5 * (np.sqrt(gap ** 2 + 2 * gap * k) - gap - k)


def derived(R):
    """Closed formulas under test."""
    h, eri = integrals(R)
    Jgg, Juu, Jgu = eri[0, 0, 0, 0], eri[1, 1, 1, 1], eri[0, 0, 1, 1]
    K = eri[0, 1, 0, 1]
    dh = h[1, 1] - h[0, 0]
    M = Jgg + Juu - 2 * Jgu
    W = M + 4 * K
    D = dh - Jgg + Jgu - 2 * K
    x = max(0.0, -D / W)
    gap = Jgu + K + max(D, 0.0)
    kp, km = 2 * K * (1 - 2 * x) ** 2, 2 * x * (1 - x) * M
    return SimpleNamespace(dh=dh, Jgg=Jgg, Juu=Juu, Jgu=Jgu, K=K, M=M, W=W,
                           D=D, x=x, gap=gap, kp=kp, km=km,
                           Ec=F(gap, kp) + F(gap, km))


def unrestricted(R):
    return reference(R, uhf_angle(R))


def restricted(R):
    return reference(R, 0.0)


def correlation(state):
    return rpa_integral(state.gap, state.coupling)


def total_u(R):
    state = unrestricted(R)
    return state.energy + correlation(state)


def total_r(R):
    state = restricted(R)
    return state.energy + correlation(state)


def exact_energy(R):
    h, e = integrals(R)
    K = e[0, 1, 0, 1]
    H = [[2 * h[0, 0] + e[0, 0, 0, 0], K], [K, 2 * h[1, 1] + e[1, 1, 1, 1]]]
    return np.linalg.eigvalsh(H)[0] + 1 / R


def side_slope(f, R, step):
    """One-sided derivative; the sign of step selects the side."""
    v = [f(R + n * step) for n in range(4)]
    return (-11 * v[0] + 18 * v[1] - 9 * v[2] + 2 * v[3]) / (6 * step)


def slope_jump(f, R, step=0.01):
    return side_slope(f, R, step) - side_slope(f, R, -step)


# Coulson-Fischer distance, checked by the numerical stationary solutions
R0 = brentq(lambda R: derived(R).D, 1.5, 4.0, xtol=1e-13)
assert uhf_angle(R0 - 0.002) == 0.0 and uhf_angle(R0 + 0.002) > 0.01

# Closed formulas against explicit orbitals, Fock matrices and quadrature
for distance in (0.8, 1.0, 1.3, 1.6, 2.2, 3.0):
    R = distance / ANG
    d, u, r = derived(R), unrestricted(R), restricted(R)
    assert abs(np.sin(uhf_angle(R)) ** 2 - d.x) < 1e-9
    assert np.max(np.abs(u.gaps - d.gap)) < 1e-9
    assert abs(r.gap - (d.D + d.Jgu + d.K)) < 1e-10
    assert abs(u.coupling[0].sum() - d.kp) < 1e-9
    assert abs(u.coupling[0, 0] - u.coupling[0, 1] - d.km) < 1e-9
    assert abs(u.energy - r.energy + min(d.D, 0) ** 2 / d.W) < 1e-10
    assert abs(correlation(u) - d.Ec) < 1e-9
    assert d.dh + (d.Juu - d.Jgg) / 2 > 0 and d.x < 0.5
    # Direct RPA frequencies from the full excitation/de-excitation matrix
    A, B = u.gap * np.eye(2) + u.coupling, u.coupling
    full = np.linalg.eigvals(np.block([[A, B], [-B, -A]]))
    found = np.sort(full.real)[2:]
    formula = np.sort(np.sqrt(d.gap ** 2 + 2 * d.gap * np.array([d.kp, d.km])))
    assert np.allclose(found, formula, atol=1e-7)
    assert found.min() >= u.gap - 1e-7

# Independent self-consistent UHF calculation in the broken-symmetry region
R = 1.6 / ANG
mf = scf.UHF(molecule(R))
mf.conv_tol = 1e-12
mf.kernel(dm0=np.array([np.diag([1.0, 0.0]), np.diag([0.0, 1.0])]))
d = derived(R)
assert mf.converged
assert abs(mf.e_tot - unrestricted(R).energy) < 1e-8
assert abs(mf.mo_energy[0][1] - mf.mo_energy[0][0] - d.gap) < 1e-5
assert abs(mf.spin_square()[0] - 4 * d.x * (1 - d.x)) < 1e-5


def exchange_frequency_squared(R):
    """Lowest squared frequency when exchange is kept in the RPA kernel."""
    s = restricted(R)
    A = s.gap * np.eye(2) + s.coupling - np.diag(s.oovv)
    B = s.coupling - np.diag(np.diag(s.coupling))
    return np.min(np.linalg.eigvals((A - B) @ (A + B)).real)


for R in (0.8 / ANG, 1.0 / ANG, R0):
    d = derived(R)
    assert abs(exchange_frequency_squared(R) - d.D * (d.D + 2 * d.K)) < 1e-9

# First-order response of the gap to symmetry breaking at fixed integrals
p = derived(R0)
small = 0.01
gap_response = (reference(R0, small).gap - reference(R0, 0).gap) / np.sin(small) ** 2
assert abs(gap_response / p.W - 1) < 2e-3  # remaining error is of order x

# Slope jumps: derivative formula against one-sided differences of the curves
dD = (derived(R0 + 1e-3).D - derived(R0 - 1e-3).D) / 2e-3
omega = np.sqrt(p.gap ** 2 + 4 * p.gap * p.K)
F_gap = 0.5 * ((p.gap + 2 * p.K) / omega - 1)
F_k = 0.5 * (p.gap / omega - 1)
gap_part = -dD * F_gap
orbital_part = -dD * 8 * p.K / p.W * abs(F_k)
jump = gap_part + orbital_part
jump_hf = slope_jump(lambda R: unrestricted(R).energy, R0)
jump_gap = slope_jump(lambda R: unrestricted(R).gap, R0)
jump_x = slope_jump(lambda R: np.sin(uhf_angle(R)) ** 2, R0)
jump_rpa = slope_jump(total_u, R0)
jump_exact = slope_jump(exact_energy, R0)
assert dD < 0 and gap_part > 0 and orbital_part > 0
assert abs(jump_hf) < 1e-4 and abs(jump_exact) < 1e-4
assert abs(jump_gap + dD) < 1e-4
assert abs(jump_x + dD / p.W) < 1e-4
assert abs(jump_rpa - jump) < 2e-4  # third-order one-sided differences


def only_gap_changes(R):
    return rpa_integral(unrestricted(R).gap, restricted(R).coupling)


def only_couplings_change(R):
    return rpa_integral(restricted(R).gap, unrestricted(R).coupling)


jump_only_gap = slope_jump(only_gap_changes, R0)
jump_only_orb = slope_jump(only_couplings_change, R0)
assert abs(jump_only_gap - gap_part) < 2e-4
assert abs(jump_only_orb - orbital_part) < 2e-4

# Shape of the curve: kink and bulge, but no maximum beyond the kink
atom = gto.M(atom="H 0 0 0", basis="sto-3g", spin=1, verbose=0)
limit = 2 * (atom.intor("int1e_kin") + atom.intor("int1e_nuc"))[0, 0]
grid = np.linspace(R0, 3.0 / ANG, 80)
curve = np.array([total_u(R) for R in grid])
assert np.all(np.diff(curve) > 0) and np.all(curve < limit)


def bulge(R):
    return total_u(R) - total_r(R)


R_cross = brentq(bulge, R0 + 0.05, 3.0 / ANG)
for R in grid[1:]:
    if abs(R - R_cross) > 1e-3:
        assert (bulge(R) > 0) == (R < R_cross)
peak = minimize_scalar(lambda R: -bulge(R), bounds=(R0, R_cross),
                       method="bounded", options={"xatol": 1e-7})
R_peak = peak.x
assert bulge(R_peak) > 0
assert unrestricted(R_peak).energy < restricted(R_peak).energy

SL = EV / ANG
print("H2, STO-3G; energies in eV, distances in angstrom")
print(f"Coulson-Fischer distance R0: {R0*ANG:.4f} angstrom = {R0:.4f} bohr")
print(f"two separate atoms, total energy: {limit*EV:.4f} eV")
print("At R0:")
print(f"  h_u-h_g {p.dh*EV:.4f} eV, K {p.K*EV:.4f} eV")
print(f"  J_gg {p.Jgg*EV:.4f}, J_uu {p.Juu*EV:.4f}, J_gu {p.Jgu*EV:.4f} eV")
print(f"  M {p.M*EV:.4f} eV, W {p.W*EV:.4f} eV")
print(f"  gap {p.gap*EV:.4f} eV, k_plus {p.kp*EV:.4f} eV")
print(f"  direct RPA frequencies {p.gap*EV:.4f}, {omega*EV:.4f} eV")
print(f"  RPA correlation energy {p.Ec*EV:.4f} eV")
print(f"  dD/dR {dD*SL:.4f} eV/angstrom")
print(f"  slope jump of x {jump_x/ANG:.4f} per angstrom")
print(f"  F_gap {F_gap:.5f}, F_k {F_k:.5f}, 8K/W {8*p.K/p.W:.5f}")
print("Slope jumps at R0 (right minus left), eV/angstrom:")
print(f"  UHF gap, numerical {jump_gap*SL:.4f}")
print(f"  UHF energy, numerical {jump_hf*SL:.5f}")
print(f"  exact minimal-basis energy, numerical {jump_exact*SL:.5f}")
print(f"  RPA gap part: formula {gap_part*SL:.4f}, numerical {jump_only_gap*SL:.4f}")
print(f"  RPA orbital part: formula {orbital_part*SL:.4f}, numerical {jump_only_orb*SL:.4f}")
print(f"  RPA total: formula {jump*SL:.4f}, numerical {jump_rpa*SL:.4f}")
print(f"  orbital share of the jump {100*orbital_part/jump:.1f} percent")
left, right = side_slope(total_u, R0, -0.01), side_slope(total_u, R0, 0.01)
print(f"  RPA total slope: left {left*SL:.4f}, right {right*SL:.4f}")
rows = [0.8 / ANG, 1.0 / ANG, R0] + [a / ANG for a in (1.3, 1.4, 1.6, 2.0, 3.0)]
print("R(angstrom)  x  <S2>  gap_R  gap_U  k_plus  k_minus (eV)")
for R in rows:
    d = derived(R)
    print(f"{R*ANG:.4f} {d.x:.5f} {4*d.x*(1-d.x):.5f} {restricted(R).gap*EV:.4f} "
          f"{d.gap*EV:.4f} {d.kp*EV:.4f} {d.km*EV:.4f}")
print("Ec: RPA correlation; E: total minus two atoms; all in eV")
print("R(angstrom)  Ec_R  Ec_U  E_RHF  E_UHF  E_RPA_R  E_RPA_U  E_exact")
for R in rows:
    r, u = restricted(R), unrestricted(R)
    values = [correlation(r), correlation(u), r.energy - limit, u.energy - limit,
              total_r(R) - limit, total_u(R) - limit, exact_energy(R) - limit]
    print(f"{R*ANG:.4f} " + " ".join(f"{v*EV:.4f}" for v in values))
print("Lowest RPA frequency with exchange (restricted reference):")
for R in (0.8 / ANG, 1.0 / ANG):
    print(f"  R {R*ANG:.1f} angstrom: {np.sqrt(exchange_frequency_squared(R))*EV:.4f} eV")
print(f"largest bulge {bulge(R_peak)*EV:.4f} eV at {R_peak*ANG:.4f} angstrom")
print(f"restricted and unrestricted RPA cross at {R_cross*ANG:.4f} angstrom")
print(f"maxima of unrestricted RPA beyond R0: {np.sum((curve[1:-1]>curve[:-2])&(curve[1:-1]>curve[2:]))}")
print("all tests passed")
```

Running it gives:

```
H2, STO-3G; energies in eV, distances in angstrom
Coulson-Fischer distance R0: 1.1534 angstrom = 2.1797 bohr
two separate atoms, total energy: -25.3927 eV
At R0:
  h_u-h_g 11.2600 eV, K 5.6252 eV
  J_gg 16.3383, J_uu 17.1290, J_gu 16.3286 eV
  M 0.8100 eV, W 23.3107 eV
  gap 21.9538 eV, k_plus 11.2503 eV
  direct RPA frequencies 21.9538, 31.2401 eV
  RPA correlation energy -0.9820 eV
  dD/dR -19.8980 eV/angstrom
  slope jump of x 0.8536 per angstrom
  F_gap 0.03143, F_k -0.14863, 8K/W 1.93051
Slope jumps at R0 (right minus left), eV/angstrom:
  UHF gap, numerical 19.8980
  UHF energy, numerical -0.00001
  exact minimal-basis energy, numerical 0.00001
  RPA gap part: formula 0.6255, numerical 0.6255
  RPA orbital part: formula 5.7093, numerical 5.7093
  RPA total: formula 6.3348, numerical 6.3347
  orbital share of the jump 90.1 percent
  RPA total slope: left 7.3627, right 13.6974
R(angstrom)  x  <S2>  gap_R  gap_U  k_plus  k_minus (eV)
0.8000 0.00000 0.00000 31.7588 31.7588 10.0479 0.0000
1.0000 0.00000 0.00000 25.6316 25.6316 10.7099 0.0000
1.1534 0.00000 0.00000 21.9538 21.9538 11.2503 0.0000
1.3000 0.11078 0.39404 19.0333 21.7148 7.1370 0.1279
1.4000 0.17208 0.56986 17.3126 21.5839 5.2208 0.1560
1.6000 0.26748 0.78373 14.4192 21.3875 2.7766 0.1471
2.0000 0.38366 0.94586 10.2983 21.1797 0.7635 0.0737
3.0000 0.48123 0.99859 5.4045 21.0809 0.0229 0.0040
Ec: RPA correlation; E: total minus two atoms; all in eV
R(angstrom)  Ec_R  Ec_U  E_RHF  E_UHF  E_RPA_R  E_RPA_U  E_exact
0.8000 -0.6127 -0.6127 -4.8351 -4.8351 -5.4478 -5.4478 -5.4691
1.0000 -0.8070 -0.8070 -3.6176 -3.6176 -4.4246 -4.4246 -4.5711
1.1534 -0.9820 -0.9820 -2.3596 -2.3596 -3.3417 -3.3417 -3.6461
1.3000 -1.1700 -0.4485 -1.0870 -1.3841 -2.2570 -1.8326 -2.7762
1.4000 -1.3087 -0.2570 -0.2263 -0.9613 -1.5351 -1.2183 -2.2396
1.6000 -1.6064 -0.0803 1.3995 -0.4643 -0.2069 -0.5446 -1.3690
2.0000 -2.2441 -0.0067 4.0646 -0.1102 1.8205 -0.1169 -0.4212
3.0000 -3.6814 -0.0000 7.5407 -0.0033 3.8593 -0.0033 -0.0127
Lowest RPA frequency with exchange (restricted reference):
  R 0.8 angstrom: 13.0437 eV
  R 1.0 angstrom: 6.8746 eV
largest bulge 0.4249 eV at 1.3055 angstrom
restricted and unrestricted RPA cross at 1.5104 angstrom
maxima of unrestricted RPA beyond R0: 0
all tests passed
```
